# Standing spin waves in a pinned film under a uniform microwave field

A magnetic film occupies $0<z<L$ and is infinite in the other two directions. A static field $B_0$ along the normal $\hat z$ saturates it, so that the magnetization at rest is $M_s\hat z$. Both surfaces are fully pinned: there the magnetization cannot leave the normal. A weak microwave field, parallel to the film and equal at every depth, drives the magnetization. The questions are which standing waves absorb power, and how much each absorbs.

SI units are used. The gyromagnetic ratio $\gamma$ is taken positive, $A$ is the exchange stiffness, $\alpha\ll1$ is the Gilbert damping, and $D=2A/M_s$. The mode number $n=1,2,3,\dots$ counts the half-wavelengths across the thickness.

## (a) The linear equation and its modes

**Question.** Linearize the equation of motion about the normal. Find the standing waves, their frequencies, and the static fields at which they resonate at fixed angular frequency $\omega$.

**Solution.** The Landau–Lifshitz–Gilbert equation is

$$\partial_t\mathbf M=-\gamma\,\mathbf M\times\mathbf B_{\rm eff}+\frac{\alpha}{M_s}\,\mathbf M\times\partial_t\mathbf M .$$

Write $\mathbf M=M_s\hat z+\mathbf m(z,t)$ with $\mathbf m$ small. Since $|\mathbf M|=M_s$, the change of $M_z$ is of second order, and $\mathbf m$ lies in the plane.

The effective field has three parts. The static part is $B_i=B_0-\mu_0M_s$, because a normally magnetized film has the demagnetizing field $-M_s\hat z$. The exchange part is $(2A/M_s^2)\,\partial_z^2\mathbf m=(D/M_s)\,\partial_z^2\mathbf m$. The third part is the microwave field $\mu_0\mathbf h$. The motion adds no dipolar field: $\mathbf m$ depends on $z$ alone and has no $z$ component, so it has no divergence and puts no magnetic charge on the surfaces.

To first order,

$$\mathbf M\times\mathbf B_{\rm eff}=B_i\,\mathbf m\times\hat z+\hat z\times\left(D\,\partial_z^2\mathbf m+\mu_0M_s\mathbf h\right).$$

Let $m=m_x+im_y$ and $h=h_x+ih_y$. The operation $\hat z\times$ turns an in-plane vector by $90^\circ$, which is multiplication by $i$; hence $\mathbf m\times\hat z$ becomes $-im$. The damping term becomes $i\alpha\,\partial_tm$. Therefore

$$(1-i\alpha)\,\partial_tm=i\gamma\left[B_im-D\,\partial_z^2m-\mu_0M_sh\right].$$

For a rotating drive, with $h$ and $m$ proportional to $e^{i\omega t}$, the left side is $i(\omega-i\alpha\omega)m$. Division by $i$ and rearrangement give

$$\left(\gamma B_i-\omega+i\alpha\omega\right)m-\gamma D\,\partial_z^2m=\gamma\mu_0M_s\,h. \tag{1}$$

Without drive and damping, the solutions that vanish at $z=0$ are $\sin kz$. Vanishing at $z=L$ requires $kL=n\pi$. Thus

$$u_n=\sin\frac{n\pi z}{L},\qquad \omega_n=\gamma\left[B_0-\mu_0M_s+D\left(\frac{n\pi}{L}\right)^2\right].$$

Setting $\omega_n=\omega$ gives the resonance fields

$$B_n=\frac{\omega}{\gamma}+\mu_0M_s-D\left(\frac{n\pi}{L}\right)^2 .$$

Exchange stiffens the short waves, so they need less static field. The series ends, because the film must stay saturated. The condition $B_n>\mu_0M_s$ is sufficient, since it makes every $\omega_n$ positive. The pinned film tolerates a slightly lower field, down to $\mu_0M_s-D(\pi/L)^2$, where $\omega_1$ reaches zero.

## (b) Which modes does the uniform field reach?

**Question.** Expand the uniform drive in the modes. Which coefficients survive, and what would a non-uniform field change?

**Solution.** The sines are orthogonal, with $\int_0^Lu_n^2\,dz=L/2$. In the expansion $h=\sum_nh_nu_n$ the coefficients are

$$h_n=\frac2L\int_0^Lh\sin\frac{n\pi z}{L}\,dz=\frac{2h}{n\pi}\left[1-(-1)^n\right].$$

This is $4h/(n\pi)$ for odd $n$ and zero for even $n$. An even mode has as much magnetization along the drive as against it, so the uniform field does no net work on it. The reason is symmetry: reflection about mid-film leaves the drive and the equal boundary conditions unchanged, while it reverses the even-$n$ modes.

The rule survives a field variation that is symmetric about mid-film, but fails if the field has a part that is odd about mid-film. Take $h(z)=h[1+g(z/L-\tfrac12)]$. For even $n$ the constant parts integrate to zero, and with $s=z/L$

$$h_n=2gh\int_0^1s\sin(n\pi s)\,ds=-\frac{2gh\cos n\pi}{n\pi}=-\frac{2gh}{n\pi}.$$

The even modes now respond, with an amplitude proportional to the relative field difference $g$ between the faces.

## (c) The response averaged over the thickness

**Question.** Find the susceptibility $\chi=\langle m\rangle/h$, where $\langle\cdot\rangle$ is the average over thickness. Confirm it by solving (1) without modes.

**Solution.** Put $m=\sum_nm_nu_n$ into (1). Each mode obeys its own equation:

$$m_n=\frac{\gamma\mu_0M_s\,h_n}{\omega_n-\omega+i\alpha\omega}.$$

The average of a mode is

$$\langle u_n\rangle=\frac{1-(-1)^n}{n\pi},$$

which is $2/(n\pi)$ for odd $n$. The product of the two overlaps, $(4/n\pi)(2/n\pi)$, is the weight of the line:

$$\chi=\sum_{n\ \rm odd}\frac{c_n\,\gamma\mu_0M_s}{\omega_n-\omega+i\alpha\omega},\qquad c_n=\frac{8}{\pi^2n^2}. \tag{2}$$

One factor $1/n$ comes from how well the field drives the mode, the other from how much net moment the mode carries. In both cases adjacent half-waves cancel, and one half-wave of width $L/n$ is left over.

The weights add to one. The constant function 1 has sine coefficients $4/(n\pi)$ for odd $n$, and the mean of its square is $1=\tfrac12\sum(4/n\pi)^2=\sum c_n$. Pinning therefore distributes a fixed total weight among the modes.

For the direct solution, let $a=\gamma B_i-\omega+i\alpha\omega$ and $\kappa^2=a/(\gamma D)$. Equation (1) is then $am-\gamma D\,\partial_z^2m=\gamma\mu_0M_sh$. A constant particular solution plus the even homogeneous solution that cancels it at both surfaces gives

$$m(z)=\frac{\gamma\mu_0M_sh}{a}\left[1-\frac{\cosh\kappa(z-L/2)}{\cosh(\kappa L/2)}\right].$$

The average of the hyperbolic cosine is $\sinh(\kappa L/2)/(\kappa L/2)$. With $y=\kappa L/2$,

$$\chi=\frac{\gamma\mu_0M_s}{a}\left[1-\frac{\tanh y}{y}\right]. \tag{3}$$

At $a=0$ the bracket is $y^2/3+\dots$, which is proportional to $a$, so there is no pole. The poles lie where $\cosh y=0$, that is $y=in\pi/2$ with $n$ odd. Then $a=\gamma D(2y/L)^2=-\gamma D(n\pi/L)^2$, which is the resonance condition of an odd mode. No even pole exists.

## (d) Integrated absorption in a field sweep

**Question.** The drive is linearly polarized with amplitude $b$. At fixed $\omega$, find the absorbed power per film area, integrated over the static field through one line.

**Solution.** A linear field $b\cos\omega t$ is the sum of two fields of amplitude $b/2$ rotating in opposite senses. The one varying as $e^{i\omega t}$ is resonant. For the other, $\omega$ changes sign in (2), and the denominator has modulus near $2\omega$ instead of $\alpha\omega$. For each mode alone, its absorption at the line center is smaller by the factor $\alpha^2/4$. On the weaker lines it also drives the other modes, chiefly mode 1, so the ratio is larger; for the film of part (f) it is about $140\,\alpha^2/4\approx10^{-6}$ on line 7. This is still negligible, and the term is dropped.

The mean power given to a unit volume is the time average of $\mathbf b\cdot\partial_t\mathbf M$. Write $\chi=\chi'-i\chi''$. The resonant field $b/2$ produces the average magnetization $\chi b/(2\mu_0)$, so the power per area is

$$P=L\,{\rm Re}\left[\frac b2\,i\omega\,\frac{\chi b}{2\mu_0}\right]=\frac{\omega b^2L}{4\mu_0}\,\chi'' .$$

At fixed $\omega$ we have $\omega_n-\omega=\gamma(B_0-B_n)$. Let $\Gamma=\alpha\omega/\gamma$. The imaginary part of one term of (2) is

$$\chi''_n=c_n\,\mu_0M_s\,\frac{\Gamma}{(B_0-B_n)^2+\Gamma^2}.$$

In this model $\Gamma$ is the half-width at half-maximum of every line, whatever $n$. If the lines are well separated and the sweep extends many $\Gamma$ to each side, the Lorentzian integrates to $\pi$. Hence

$$S_n=\int P_n\,dB_0=\frac{\pi}{4}\,\omega b^2M_sL\,c_n=\frac{2\,\omega b^2M_sL}{\pi n^2},\qquad n\ \text{odd}. \tag{4}$$

This is the inverse-square law. Damping has dropped out, since a smaller $\alpha$ makes a line taller and narrower in equal measure. Exchange has dropped out too: it places the lines but does not set their areas. Because the widths are equal, the peak heights $S_n/(\pi\Gamma)$ also fall as $1/n^2$.

## (e) Does a frequency sweep give the same law?

**Question.** Hold $B_0$ fixed and integrate over $\omega$ instead.

**Solution.** For $\alpha\ll1$ the line is narrow, and $\omega$ may be replaced by $\omega_n$ in the damping term and in the prefactor of $P$. Then

$$\int\chi''_n\,d\omega\simeq c_n\gamma\mu_0M_s\int\frac{\alpha\omega_n\,d\omega}{(\omega-\omega_n)^2+\alpha^2\omega_n^2}=\pi c_n\gamma\mu_0M_s .$$

The area of $\chi''$ again follows $1/n^2$. The power has the additional factor $\omega_n$:

$$\int P_n\,d\omega\simeq\frac{\omega_nb^2L}{4\mu_0}\,\pi c_n\gamma\mu_0M_s=\frac{2\gamma b^2M_sL}{\pi}\,\frac{\omega_n}{n^2}.$$

The inverse-square law for absorbed power thus belongs to the field sweep. In a frequency sweep at constant $b$, the recorded power must first be divided by frequency.

## (f) A garnet film at 10 GHz

**Question.** Evaluate the lines for $L=300$ nm, $M_s=140$ kA/m, $A=3.5$ pJ/m, $\alpha=2\times10^{-4}$, $b=0.20$ µT and a spectroscopic g-factor of 2, so that $\gamma=2\mu_{\rm B}/\hbar$ with $\mu_{\rm B}$ the Bohr magneton (this factor is unrelated to the field difference $g$ of part (b)). These are rough typical material values for yttrium iron garnet at room temperature.

**Solution.** The fields that place the lines are $\mu_0M_s=175.9$ mT, $\omega/\gamma=357.2$ mT and $D(\pi/L)^2=5.483$ mT. For the first two lines,

$$B_1=357.2+175.9-5.5\approx527.7\ \text{mT},$$
$$B_3=357.2+175.9-9\times5.483\approx483.8\ \text{mT}.$$

Similarly $B_5=396.1$ mT and $B_7=264.5$ mT. Mode 9 would need $B_i=-86.9$ mT. There even the lowest mode would have $B_i+D(\pi/L)^2<0$, so the saturated state would be unstable. The film shows four lines, which carry 0.9496 of the total weight.

The half-width is $\Gamma=2\times10^{-4}\times357.2=0.0714$ mT, far below the line spacings. Formula (4) gives, for $n=1$,

$$S_1=\frac{2(2\pi\times10^{10})(0.20\times10^{-6})^2(1.4\times10^5)(3\times10^{-7})}{\pi}=6.72\times10^{-5}\ \text{W\,T/m}^2,$$

or 6.72 µW mT/cm². The others are 0.747, 0.269 and 0.137 µW mT/cm² for $n=3,5,7$, which are $S_1/9$, $S_1/25$ and $S_1/49$. The peak absorption of the first line is $S_1/(\pi\Gamma)=29.9$ µW/cm².

These areas were tested without the mode expansion of part (c). The film was divided into 120 layers between pinned walls, the full nonlinear torque was differentiated numerically, and the absorbed power was integrated over $\pm2$ mT about each line, with a correction for the Lorentzian tails outside. The areas are 6.719, 0.746, 0.268 and 0.136 µW mT/cm², within about 0.5% of (4).

At the field of mode 2 the layered film absorbs $1.97\times10^{-5}$ of the $n=1$ peak. This is the tail of the odd lines. Mode 1 is $3\times5.483=16.4$ mT away and contributes $(0.0714/16.4)^2\approx1.9\times10^{-5}$; mode 3 supplies most of the rest.

In a frequency sweep at 527.7 mT, the lines lie at 10.00, 11.23, 13.68 and 17.37 GHz. The power areas multiplied by $n^2$, relative to $n=1$, are 1.000, 1.123, 1.369 and 1.737. They follow the frequencies, as part (e) requires.

## (g) What if the pinning is incomplete?

**Question.** Replace the rigid condition by a surface anisotropy energy per area $K_s(m_x^2+m_y^2)/M_s^2$, with $K_s>0$ equal on both faces. When does the inverse-square law survive?

**Solution.** The exchange energy per area is $(A/M_s^2)\int|\partial_z\mathbf m|^2dz$. Its variation leaves a surface term $(2A/M_s^2)\,\partial_\nu\mathbf m\cdot\delta\mathbf m$, where $\partial_\nu$ is the outward derivative. The anisotropy adds $(2K_s/M_s^2)\,\mathbf m\cdot\delta\mathbf m$. The sum must vanish for every $\delta\mathbf m$, so

$$A\,\partial_\nu m=-K_sm .$$

The modes symmetric about mid-film are $\cos k(z-L/2)$. With $x=kL/2$ the condition at $z=L$ is $-Ak\sin x=-K_s\cos x$, or

$$x\tan x=p,\qquad p=\frac{K_sL}{2A}.$$

For a general profile $u$ the two overlaps of part (c) combine to $c=\langle u\rangle^2/\langle u^2\rangle$. Here $\langle u\rangle=\sin x/x$ and $\langle u^2\rangle=\tfrac12[1+\sin x\cos x/x]$. From $\tan x=p/x$ follow $\sin^2x=p^2/(x^2+p^2)$ and $\sin x\cos x/x=p/(x^2+p^2)$. Therefore

$$c=\frac{2p^2}{x^2\,(x^2+p^2+p)} .$$

For $p\gg1$ and $x\ll p$ the roots approach $x=n\pi/2$, and $c\to2/x^2=8/(\pi^2n^2)$. Since $x\ll p$ means $k\ll K_s/A$, strong pinning is a statement about each mode: a surface that pins the long waves can fail to pin the short ones.

For $p\to0$ the first root is $x^2\simeq p$, with $c\to1$: the film responds as a uniform whole. The later roots approach $x=j\pi$, $j=1,2,\dots$, with $c\simeq2p^2/(j\pi)^4$. Weak pinning thus gives a fourth-power decay.

For the garnet film, $K_s=1.0$ mJ/m² gives $p=42.9$. The products $n^2c_n/c_1$ for $n=1,3,5,7$ are 1.000, 0.990, 0.970 and 0.942, close to the inverse-square law. With $K_s=0.1$ mJ/m², $p=4.29$ and they fall to 1.000, 0.594, 0.306 and 0.169. Both values of $K_s$ are assumed for illustration.

Equal surfaces keep the even modes dark at any $K_s$, because the reflection symmetry remains. With 1.0 mJ/m² on one face and 0.1 mJ/m² on the other it is lost, and the second mode acquires $c_2/c_1=0.0017$. That is weak, but far above the tail level found in part (f).

## (h) How far does the model hold for a real film?

**Question.** Estimate the other neglected effects for the same film.

**Solution.** *Radiation.* Consider a film in free space that is much wider than the wavelength, which is 30 mm at 10 GHz. The moving magnetization makes the tangential electric field jump by $\mu_0L\omega|m|$ across the film. Half appears on each side, with magnetic field $\omega L|m|/(2c)$, where $c$ without index now denotes the speed of light, no longer the weight of part (g). This field opposes the motion, so $h=h_{\rm inc}-i\eta\langle m\rangle$ with $\eta=\omega L/(2c)$. Hence $\langle m\rangle=\chi h_{\rm inc}/(1+i\eta\chi)$. Near line 1 this replaces $\alpha\omega$ in the denominator by $\alpha\omega(1+r)$, with

$$r=\frac{c_1\gamma\mu_0M_sL}{2c\,\alpha}=0.063 .$$

The power lost inside the film has the numerator $\alpha\omega$ and the denominator $(\omega_1-\omega)^2+(1+r)^2\alpha^2\omega^2$, so its area is multiplied by $1/(1+r)$, a reduction of about 6%. The work done by the incident field on the magnetization, which is the power lost inside plus the power radiated to both sides, keeps its area. Integration over $\pm2$ mT gives ratios 0.9396 and 0.9985; the small deficit of the second is the broader line's tail outside the window. Half of the radiated power goes forward and stays in the transmitted wave, so the power missing from the transmitted beam, absorbed plus reflected, has its area multiplied by $(1+r/2)/(1+r)\approx0.97$. A film much smaller than the wavelength $\lambda$ radiates as a magnetic dipole instead, and $r$ is then smaller by a factor of about $(2\pi/\lambda)^2S/(3\pi)$, where $S$ is the film area. For a square of side 5 mm this factor is about 0.1, so the loss of area is below 1%. A cavity, a waveguide or a dielectric substrate would also change $r$; under a wide film, a substrate 0.5 mm thick with relative permittivity 13 raises it to about 0.08.

*Finite width.* A lateral variation with wavenumber $q$ creates magnetic charge. For $qL\ll1$ its field along $q$ is $-(qL/2)\langle m_x\rangle$. Projected on mode 1, it adds $\delta=\mu_0M_sqLc_1/2$ to the stiffness of one in-plane component. The precession then becomes slightly elliptical, and $\omega/\gamma$ changes from $H$ to $\sqrt{H(H+\delta)}\simeq H+\delta/2$. For $q=\pi/(5\text{ mm})$ this dynamic shift is 0.0067 mT, or $0.09\,\Gamma$. The estimate is magnetostatic, and this $q$ is only $3\,\omega/c$; retardation in free space lowers the shift to about 0.0055 mT. The static demagnetizing field of a strip of width $w=5$ mm is also weaker than $\mu_0M_s$, by $(2/\pi)\mu_0M_sL/w=0.0067$ mT at the center and by more toward the edges. Both effects lower the line field, so the lowest lateral mode shifts by roughly twice the dynamic value. In a magnetostatic treatment of the strip that mode carries about three quarters of the weight; the higher lateral modes are not resolved from it, and they move the absorption peak by about 0.017 mT in all and broaden it by about 6%. The dynamic part grows as $q$, so a narrow antenna, which excites larger $q$, disturbs the lines more.

*Finite amplitude.* At the peak of line 1 the mid-film angle is $(4/\pi)(b/2)/\Gamma=1.78$ mrad. The reduced $M_z$ weakens the demagnetizing field there by about $\mu_0M_s\theta^2/2=0.28$ µT, or $0.004\,\Gamma$; the line as a whole shifts by somewhat less, because the angle falls to zero at the surfaces. For line 1 this shift is negligible at this drive. Other nonlinear effects, such as the decay of a mode into pairs of shorter waves, are not estimated here.

*Crystal anisotropy and temperature.* For a (111) film with a rough $K_1=-610$ J/m³, the cubic energy near the normal is $K_1(\tfrac13-\tfrac23\theta^2)$. Its curvature divided by $M_s$ is an additional field $-4K_1/(3M_s)=5.8$ mT, which moves all lines down together. A rough drift of $\mu_0M_s$ by 0.3 mT/K moves them by about $4\,\Gamma$ per kelvin, so the temperature must be steady during a sweep. Neither effect alters the weights $c_n$ at a given $M_s$.

*Comparison with real films.* The chosen $M_s$, $A$ and $\alpha$ lie in the usual range for good garnet films, but complete pinning is an idealization that a given film need not satisfy. Among the effects estimated here it is the one that can change the relative areas most: for the assumed 0.1 mJ/m², line 3 has 0.59 of the relative area predicted by the inverse-square law. Measured areas that fall faster than $1/n^2$ would be compatible with incomplete pinning, and a visible even line would point to some asymmetry about mid-film, such as unequal surfaces, a material graded through the thickness, or a microwave field that differs between the faces. The calculated values are collected in the numerical output below.

## Values computed for the example and the checks

```
thickness L = 300 nm; Ms = 140 kA/m
exchange stiffness A = 3.5 pJ/m; damping alpha = 2.0e-04
frequency = 10.0 GHz; g factor = 2.0
microwave amplitude b (linear) = 0.20 uT
mu0 Ms = 175.9 mT; omega/gamma = 357.2 mT
exchange field of n=1 = 5.483 mT
half-width Gamma = 0.0714 mT
n=9: omega/gamma - exchange field = -86.9 mT
n=1: line field = 527.7 mT; weight c_n = 0.8106
n=1: area formula = 6.7200, layers = 6.7193 uW mT/cm2
n=3: line field = 483.8 mT; weight c_n = 0.0901
n=3: area formula = 0.7467, layers = 0.7464 uW mT/cm2
n=5: line field = 396.1 mT; weight c_n = 0.0324
n=5: area formula = 0.2688, layers = 0.2681 uW mT/cm2
n=7: line field = 264.5 mT; weight c_n = 0.0165
n=7: area formula = 0.1371, layers = 0.1364 uW mT/cm2
sum of weights of these lines = 0.9496
peak absorption, n=1 = 29.94 uW/cm2
absorption at n=2 field / n=1 peak = 1.97e-05
absorption at n=4 field / n=1 peak = 1.24e-06
frequency sweep at fixed field 527.7 mT:
n=1: f = 10.00 GHz; n^2 x power area / n=1 area = 1.000
n=3: f = 11.23 GHz; n^2 x power area / n=1 area = 1.123
n=5: f = 13.68 GHz; n^2 x power area / n=1 area = 1.369
n=7: f = 17.37 GHz; n^2 x power area / n=1 area = 1.737
Ks = 0.1 mJ/m2: Ks L/(2A) = 4.29
  kL/pi = 0.815, 2.525, 4.356, 6.262
  n^2 c_n/c_1, n=1,3,5,7 = 1.000, 0.594, 0.306, 0.169
Ks = 1.0 mJ/m2: Ks L/(2A) = 42.86
  kL/pi = 0.977, 2.932, 4.887, 6.844
  n^2 c_n/c_1, n=1,3,5,7 = 1.000, 0.990, 0.970, 0.942
Ks = 1.0 and 0.1 mJ/m2 on the two faces: c_2/c_1 = 0.0017
radiation / Gilbert damping, n=1 = 0.0627
n=1 area with radiation / without: absorbed = 0.9396, extinction = 0.9985
lateral size = 5 mm: dipolar shift = 0.0067 mT = 0.094 Gamma
mid-film precession angle, n=1 = 1.78 mrad
nonlinear shift estimate = 0.279 uT = 0.0039 Gamma
cubic anisotropy K1 = -610 J/m3 (rough): common shift = 5.81 mT
drift of mu0 Ms = 0.3 mT/K (rough) = 4.2 Gamma per K
```
